# Hartree-Fock energy of a hydrogen atom with half-up, half-down spin

**Question**

I am trying to understand why restricted Hartree-Fock goes wrong when a bond is pulled apart into two radicals. I was told to look at a single hydrogen atom first: keep the exact 1s orbital, put half an up electron and half a down electron in it, and evaluate the Hartree-Fock energy.

There is one electron in total, so I expected exchange to cancel the self-repulsion and leave the usual ground-state energy. My exchange term comes out too small and the cancellation fails. Have I lost a factor of two? If the mismatch is real, how large is it, what is it an error relative to, and what does "half an electron of each spin" mean physically?

**Answer**

You have not lost a factor of two. Exchange acts within each spin separately, and splitting the electron between the spins halves it. To call the remainder an error, we first need the correct energy.

**What the half electrons mean**

Take a fixed point nucleus, nonrelativistic mechanics and no magnetic field. The states with spin up and spin down then have the same energy. I use Gaussian units, with

$$a=\frac{\hbar^2}{me^2},\qquad \phi(r)=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad 1\ \text{hartree}=\frac{e^2}{a}=\frac{me^4}{\hbar^2}.$$

No single atom contains a divided electron. The occupations describe a statistical mixture: the atom is up with probability $w$ and down with probability $1-w$. Its energy is the average

$$E_{\rm exact}=wE_\uparrow+(1-w)E_\downarrow=-\frac{e^2}{2a},$$

whatever $w$ is. This is the reference for $w=1/2$.

**The Hartree-Fock functional**

Let the spin occupations be $n_\uparrow$ and $n_\downarrow$, with $N=n_\uparrow+n_\downarrow$. For a mixture of up and down without spin coherence, the one-particle density matrix of spin $s$ is $n_s\phi(\mathbf r)\phi(\mathbf r')$. Define

$$J=e^2\iint\frac{\phi^2(\mathbf r)\,\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The Hartree term is half the repulsion of the total density $N\phi^2$ with itself, $JN^2/2$. Exchange is minus half the same integral with the squared density matrix of each spin, $-J(n_\uparrow^2+n_\downarrow^2)/2$. With $h$ the one-electron energy of the orbital,

$$E_{\rm HF}=Nh+\frac J2\left[(n_\uparrow+n_\downarrow)^2-n_\uparrow^2-n_\downarrow^2\right]=Nh+Jn_\uparrow n_\downarrow .$$

For $(1,0)$ the last term vanishes, as you expected. For $(1/2,1/2)$ it is $J/4$.

The product $n_\uparrow n_\downarrow$ has a direct reading. It is the probability of finding both an up and a down electron in the orbital if the two occupations were independent. In our mixture they are not independent: when the up electron is there, the down electron is absent. The true probability of double occupation is zero, but the functional charges for a probability of $1/4$.

**The one-electron energy**

Since $|\nabla\phi|^2=\phi^2/a^2$ and $\phi$ is normalized, the kinetic energy is

$$\frac{\hbar^2}{2m}\int|\nabla\phi|^2d^3r=\frac{\hbar^2}{2ma^2}=\frac{e^2}{2a},$$

where $\hbar^2/m=e^2a$ was used. The nuclear attraction is

$$-e^2\int\frac{\phi^2}{r}\,d^3r=-\frac{4e^2}{a^3}\int_0^\infty r\,e^{-2r/a}dr=-\frac{4e^2}{a^3}\,\frac{a^2}{4}=-\frac{e^2}{a}.$$

Hence $h=-e^2/(2a)$.

**The repulsion integral**

For spherical densities, the angular average of $1/|\mathbf r-\mathbf r'|$ is one over the larger radius. The regions $r'<r$ and $r'>r$ contribute equally, so we keep the first and double it. With $t=r/a$, the radial probability density is $4t^2e^{-2t}$, and the probability inside $t$ is

$$Q(t)=\int_0^t4s^2e^{-2s}ds=1-e^{-2t}(1+2t+2t^2).$$

Differentiating the right side returns $4t^2e^{-2t}$, and it vanishes at $t=0$. Therefore

$$J=\frac{2e^2}{a}\int_0^\infty\frac{4t^2e^{-2t}}{t}\,Q(t)\,dt
=\frac{8e^2}{a}\int_0^\infty\left[te^{-2t}-(t+2t^2+2t^3)e^{-4t}\right]dt.$$

Using $\int_0^\infty t^ke^{-ct}dt=k!/c^{k+1}$,

$$J=\frac{8e^2}{a}\left[\frac14-\frac1{16}-\frac{4}{64}-\frac{12}{256}\right]
=\frac{8e^2}{a}\,\frac{5}{64}=\frac58\,\frac{e^2}{a}.$$

**The result for half and half**

In hartree, the Hartree term is $J/2=5/16$. Exchange is $-\frac12(\frac14+\frac14)J=-J/4=-5/32$. Thus

$$E_{\rm HF}=-\frac12+\frac5{16}-\frac5{32}=-\frac{11}{32}=-0.34375\ \text{hartree}.$$

Relative to the exact energy of the mixture, the fractional-spin error is

$$\Delta=E_{\rm HF}-E_{\rm exact}=+\frac5{32}\,\frac{me^4}{\hbar^2}=0.15625\ \text{hartree}=4.252\ \text{eV}.$$

**A spin along $x$ is a different case**

A pure spin pointing along $x$ also has probabilities one half for up and down along $z$. It differs from the mixture by its off-diagonal spin terms. For one electron in $\phi$, write the general spin matrix as

$$\gamma=\tfrac12(1+\mathbf M\cdot\boldsymbol\sigma),\qquad |\mathbf M|\le1.$$

With all four spin elements kept, exchange is $-\frac J2\sum_{ss'}|\gamma_{ss'}|^2=-\frac J2{\rm Tr}\,\gamma^2$. The Pauli matrices are traceless and $(\mathbf M\cdot\boldsymbol\sigma)^2=|\mathbf M|^2$, so ${\rm Tr}\,\gamma^2=(1+|\mathbf M|^2)/2$. Adding the Hartree term $J/2$ gives

$$\Delta(\mathbf M)=\frac J2-\frac J4(1+|\mathbf M|^2)=\frac J4\left(1-|\mathbf M|^2\right).$$

A pure spin has $|\mathbf M|=1$ and no error in any direction. The unpolarized mixture has $\mathbf M=0$ and the full $5/32$. At $|\mathbf M|=0.5$ the error is $0.75\times0.15625=0.11719$ hartree. If you discard the off-diagonal elements of the $x$ spin, you turn it into the mixture and create the error.

**Letting the orbital relax**

The value $5/32$ belongs to the frozen orbital. Replace $e^{-r/a}$ by the normalized orbital with $e^{-\zeta r/a}$. Lengths shrink by $\zeta$, so the kinetic energy scales as $\zeta^2$ and both Coulomb integrals as $\zeta$. In hartree,

$$E(\zeta)=\frac{\zeta^2}{2}-\zeta+\frac{5}{32}\zeta=\frac{\zeta^2}2-\frac{27}{32}\zeta .$$

Setting $dE/d\zeta=\zeta-27/32$ to zero gives $\zeta=27/32=0.84375$. The orbital expands because the spurious repulsion offsets part of the nuclear attraction. At the minimum, $E=-\zeta^2/2=-0.35596$ hartree, and the error is $0.14404$ hartree.

A self-consistent calculation with 18 s-type Gaussians, holding the occupations at one half and using the same spatial orbital for both spins, lowers the error to $0.14229$ hartree, or $3.872$ eV. Relaxation therefore removes $0.380$ eV, about 9% of the frozen-orbital error.

**Back to the broken bond**

Put frozen 1s orbitals $\phi_A$ and $\phi_B$ on two protons at a distance $R$ so large that their overlap is negligible, and form

$$g=\frac{\phi_A+\phi_B}{\sqrt2},\qquad u=\frac{\phi_A-\phi_B}{\sqrt2}.$$

Restricted Hartree-Fock puts both electrons in $g$. Each electron has energy $h-e^2/R$, including attraction to the distant nucleus. The density $g^2$ is half on each atom, so its self-repulsion is

$$J_{gg}=\frac14\left(J+J+\frac{2e^2}{R}\right)=\frac J2+\frac{e^2}{2R}.$$

Adding the nuclear repulsion,

$$E_{g^2}=2h-\frac{2e^2}{R}+\frac J2+\frac{e^2}{2R}+\frac{e^2}{R}
=2h+\frac J2-\frac{e^2}{2R}.$$

As $R\to\infty$, the error relative to two ground-state atoms is $J/2=5/16$ hartree, twice the atomic value. At $R=100$ bohr the formula gives $-1+0.3125-0.005=-0.6925$ hartree, which agrees with the energy computed in the Gaussian basis.

The cure is to mix in $u^2$. At large $R$ it has the same energy as $g^2$. Because $gu=(\phi_A^2-\phi_B^2)/2$, the coupling between the two configurations is

$$K=\frac14\left(2J-\frac{2e^2}{R}\right)=\frac J2-\frac{e^2}{2R}.$$

The lower eigenvalue is $E_{g^2}-K=2h$, the energy of two separate atoms. Its spatial wavefunction is

$$\frac{g(1)g(2)-u(1)u(2)}{\sqrt2}
=\frac{\phi_A(1)\phi_B(2)+\phi_B(1)\phi_A(2)}{\sqrt2},$$

with one electron on each atom in every term. The two configurations have weight one half each, which is why this limit is called multireference.

This state also gives your half electrons a concrete meaning. Its up-spin density matrix is

$$\tfrac12\left[g(\mathbf r)g(\mathbf r')+u(\mathbf r)u(\mathbf r')\right]
=\tfrac12\left[\phi_A(\mathbf r)\phi_A(\mathbf r')+\phi_B(\mathbf r)\phi_B(\mathbf r')\right],$$

and the down-spin one is identical. Each atom, viewed alone, is the half-up, half-down mixture. If you insert this correct density matrix into the Hartree-Fock functional, each atom again acquires the error $5/32$. So for this density matrix the fault lies in how the functional assigns an energy to it, not in the half occupations.

The restricted determinant reaches the same total error by another route. Its energy is a true expectation value, but its wavefunction is wrong: expanding $g(1)g(2)$ in $\phi_A$ and $\phi_B$ shows that both electrons are on the same atom with probability one half. At large $R$ this costs $J/2$.

**What carries over to real molecules**

For frozen orbitals, the restricted dissociation limit of H$_2$ is too high by $8.504$ eV; with relaxed orbitals the figure is $7.744$ eV. The depth of the electronic well, which is the quantity to compare with fixed-nucleus energies, is about 4.7 eV (about 4.5 eV after the zero-point vibration is subtracted), so the error exceeds the quantity one wants. The other approximations matter far less here: the finite proton mass changes the atomic error by $2.31$ meV, the relativistic shift of the 1s level is $-0.181$ meV, and a field of 1 T splits the two spin states by $0.116$ meV.

When a precursor molecule loses a ligand by splitting a bond into two radicals, a restricted single determinant again cannot keep exactly one electron of the pair on each fragment. If its doubly occupied orbital has weights $p$ and $1-p$ on the two distant fragments, both electrons are on the same fragment with probability $p^2+(1-p)^2$, which is at least one half. Equal fragments can give the half-and-half limit found here. With unequal fragments $p$ generally moves away from one half, and the separated fragments carry unphysical fractional charges; in LiH, between 1.4 and 1.5 electrons of the pair end up on hydrogen. Only when the highest occupied level of the anion lies below the lowest empty level of the cation, as for K$^+$ and F$^-$, can the determinant keep both electrons on one fragment at infinite separation, which is an ion pair rather than two radicals. The hydrogen number should not be transferred, because $J$ depends on the orbitals: in the scaled 1s family it is proportional to $\zeta$, so a more diffuse orbital gives a smaller error. An unrestricted determinant can place the up electron on one fragment and the down electron on the other. For separated hydrogen atoms this gives occupations $(1,0)$ and $(0,1)$ and the correct energy $2h$, but the determinant is no longer a pure singlet. The two-configuration state gives both the energy and the singlet spin.

The numerical output below lists the computed values.

## Computed results

```
Hartree energy unit: 27.21139 eV
Quadrature with the exact 1s orbital
  kinetic energy: 0.500000 hartree
  nuclear attraction: -1.000000 hartree
  self-repulsion J: 0.625000 hartree
Frozen-orbital atom, Gaussian basis
  number of s functions: 18
  smallest, largest exponent: 0.02, 2621.44 bohr^-2
  energy with one up electron: -0.50000 hartree
  Hartree energy, half/half: 0.31250 hartree
  exchange energy, half/half: -0.15625 hartree
  total HF energy, half/half: -0.34375 hartree
  fractional-spin error: 0.15625 hartree
  fractional-spin error: 4.252 eV
Error against spin polarization M (spin along x)
  M = 0.0: 0.15625 hartree
  M = 0.5: 0.11719 hartree
  M = 0.8: 0.05625 hartree
  M = 1.0: 0.00000 hartree
Relaxed half/half atom
  best scaled exponent zeta: 0.84375 per bohr
  energy, scaled 1s: -0.35596 hartree
  error, scaled 1s: 0.14404 hartree
  energy, self-consistent: -0.35771 hartree
  error, self-consistent: 0.14229 hartree
  error, self-consistent: 3.872 eV
Stretched H2
  distance R: 100 bohr = 5.292 nm
  restricted HF, frozen orbitals: -0.69250 hartree
  same with tail -1/(2R) removed: -0.68750 hartree
  error of that limit: 0.31250 hartree
  error of that limit: 8.504 eV
  self-consistent limit: -0.71542 hartree
  self-consistent limit error: 7.744 eV
  two-configuration energy: -1.00000 hartree
  weights of g^2 and u^2: 0.5000, 0.5000
  up electrons on one atom: 0.5000
  up coherence between atoms, restricted HF: 0.5000
  up coherence between atoms, two-config.: 0.0000
Effects left out of the frozen-orbital result
  orbital relaxation: 0.380 eV
  finite proton mass, change of error: 2.31 meV
  relativistic 1s shift: -0.181 meV
  Zeeman splitting at 1 T: 0.116 meV
```
